# Polarized Compton scattering and the modulation of a Compton polarimeter: verification in Python

```python
# Polarized Compton scattering from a free electron at rest, tree level.
# Result under test (atomic units, c = 1/alpha, real polarizations e, e1):
#   dsigma/dOmega = (w1/w)^2 X / (4 c^4),  X = w/w1 + w1/w - 2 + 4 (e.e1)^2
# w, w1: photon energy before and after; n, n1: photon directions.
# Summed over e1, the azimuth scan is 1 - mu P cos(2 phi), with
#   mu = sin^2(theta) / (w/w1 + w1/w - sin^2(theta)),
# phi measured from e, P the degree of linear polarization of the beam.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

c = 1.0 / const.alpha
HARTREE = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10   # angstrom

# Dirac matrices in the standard representation
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron([[0, 1], [1, 0]], s) for s in pauli])
beta = np.diag([1, 1, -1, -1]).astype(complex)
gamma = np.array([beta @ a for a in alpha])
one = np.eye(4)


# ---------- formulas under test ----------
def energy_ratio(w, theta):
    return 1 + w / c**2 * (1 - np.cos(theta))


def kn_factor(ratio, overlap):
    return ratio + 1 / ratio - 2 + 4 * overlap**2


def modulation(w, theta):
    r, s2 = energy_ratio(w, theta), np.sin(theta)**2
    return s2 / (r + 1 / r - s2)


def summed_cross_section(w, theta, phi):
    r = energy_ratio(w, theta)
    bracket = r + 1 / r - 2 * np.sin(theta)**2 * np.cos(phi)**2
    return bracket / (2 * c**4 * r**2)


# ---------- direct road: states, sums and the golden rule ----------
def scattered_energy(w, cos_t):
    def excess(x):
        recoil = np.sqrt(c**4 + w**2 + x**2 - 2 * w * x * cos_t)
        return x + recoil - c**2 - w
    w1 = brentq(excess, 0, w, xtol=1e-13 * w, rtol=1e-14)
    h = 1e-4 * w1
    slope = (excess(w1 + h) - excess(w1 - h)) / (2 * h)
    return w1, slope


def dirac_states(q):
    return np.linalg.eigh(c * np.tensordot(q, alpha, 1) + c**2 * beta)


def sum_over_states(q, energy):
    levels, states = dirac_states(q)
    return (states / (energy - levels)) @ states.conj().T


def direct_cross_section(w, n, e, n1, e1):
    w1, slope = scattered_energy(w, n @ n1)
    absorb = np.tensordot(e, alpha, 1)
    emit = np.tensordot(np.conj(e1), alpha, 1)
    operator = (emit @ sum_over_states(w * n / c, c**2 + w) @ absorb
                + absorb @ sum_over_states(-w1 * n1 / c, c**2 - w1) @ emit)
    final = dirac_states((w * n - w1 * n1) / c)[1][:, 2:]
    amplitudes = final.conj().T @ operator @ one[:, :2]
    strength = 0.5 * np.sum(abs(amplitudes)**2)
    strength *= (2 * np.pi * c**2)**2 / (w * w1)
    density = w1**2 / ((2 * np.pi * c)**3 * slope)
    return 2 * np.pi * strength * density / c


Z = np.array([0.0, 0.0, 1.0])
X_AXIS = np.array([1.0, 0.0, 0.0])


def outgoing(theta, phi):
    st, ct, sp, cp = np.sin(theta), np.cos(theta), np.sin(phi), np.cos(phi)
    return (np.array([st * cp, st * sp, ct]),
            np.array([ct * cp, ct * sp, -st]), np.array([-sp, cp, 0.0]))


def direct_summed(w, theta, phi):
    n1, in_plane, normal = outgoing(theta, phi)
    return sum(direct_cross_section(w, Z, X_AXIS, n1, v)
               for v in (in_plane, normal))


PHIS = np.arange(8) * np.pi / 4


def direct_scan(w, theta):
    return np.array([direct_summed(w, theta, f) for f in PHIS])


def scan_modulation(scan):
    return -2 * np.mean(scan * np.cos(2 * PHIS)) / np.mean(scan)


# ---------- covariant road: gamma-matrix traces ----------
def dot(a, b):
    return a[0] * b[0] - a[1:] @ b[1:]


def slash(v):
    return v[0] * beta - np.tensordot(v[1:], gamma, 1)


def spin_trace(p, p1, left, right):
    bar = beta @ right.conj().T @ beta
    return 0.5 * np.trace((slash(p1) + c * one) @ left
                          @ (slash(p) + c * one) @ bar).real


def full_vertex(p, k, k1, e, e1):
    first = slash(e1) @ (slash(p + k) + c * one) @ slash(e)
    second = slash(e) @ (slash(p - k1) + c * one) @ slash(e1)
    return first / (2 * dot(p, k)) - second / (2 * dot(p, k1))


def reduced_parts(p, k, k1, e, e1):
    return (slash(e1) @ slash(k) @ slash(e) / (2 * dot(p, k)),
            slash(e) @ slash(k1) @ slash(e1) / (2 * dot(p, k1)))


def trace_pieces(p, k, k1, e, e1):
    a, b = reduced_parts(p, k, k1, e, e1)
    p1 = p + k - k1
    return np.array([spin_trace(p, p1, a, a), spin_trace(p, p1, b, b),
                     spin_trace(p, p1, a, b) + spin_trace(p, p1, b, a)])


def piece_formulas(w, w1, k, k1, e, e1):
    u, v = dot(k, e1)**2 / w, dot(k1, e)**2 / w1
    return np.array([w1 / w + 2 * u, w / w1 - 2 * v,
                     4 * dot(e, e1)**2 - 2 - 2 * u + 2 * v])


def four(t, v):
    return np.concatenate(([t], v))


rng = np.random.default_rng(7)


def random_photon():
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    e = np.cross(n, rng.normal(size=3))
    return n, e / np.linalg.norm(e)


# Cross section with its prefactor, random energies and geometries
worst = 0.0
for _ in range(60):
    w = 10**rng.uniform(4, 6.3) / HARTREE
    (n, e), (n1, e1) = random_photon(), random_photon()
    theta = np.arccos(n @ n1)
    r = energy_ratio(w, theta)
    assert abs(w / scattered_energy(w, n @ n1)[0] / r - 1) < 1e-9
    formula = kn_factor(r, e @ e1) / (4 * c**4 * r**2)
    direct = direct_cross_section(w, n, e, n1, e1)
    worst = max(worst, abs(direct / formula - 1))
assert worst < 1e-6

# Low-energy limit: (e.e1)^2 / c^4
n1, in_plane, normal = outgoing(1.0, 0.5)
low = direct_cross_section(10 / HARTREE, Z, X_AXIS, n1, in_plane)
assert abs(low * c**4 / (X_AXIS @ in_plane)**2 - 1) < 1e-3

# Gauge freedom with a moving electron: the shifted polarizations obey
# e.p = 0; the full trace is unchanged, the reduced one needs the shift.
unshifted_error = 0.0
for _ in range(30):
    momentum = 0.5 * c * rng.normal(size=3)
    p = four(np.sqrt(c**2 + momentum @ momentum), momentum)
    (n, e3), (n1, e13) = random_photon(), random_photon()
    k = rng.uniform(0.1, 2) * c * four(1, n)
    k1 = dot(p, k) / dot(p + k, four(1, n1)) * four(1, n1)
    e, e1 = four(0, e3), four(0, e13)
    es = e - dot(e, p) / dot(k, p) * k
    e1s = e1 - dot(e1, p) / dot(k1, p) * k1
    raw = full_vertex(p, k, k1, e, e1)
    shifted = full_vertex(p, k, k1, es, e1s)
    p1 = p + k - k1
    target = kn_factor(dot(p, k) / dot(p, k1), dot(es, e1s))
    assert abs(spin_trace(p, p1, raw, raw) - target) < 1e-7 * (1 + target)
    assert abs(spin_trace(p, p1, shifted, shifted) - target) < 1e-7 * (1 + target)
    assert abs(trace_pieces(p, k, k1, es, e1s).sum() - target) < 1e-7 * (1 + target)
    bad = trace_pieces(p, k, k1, e, e1).sum()
    unshifted_error = max(unshifted_error, abs(bad - target))
assert unshifted_error > 0.01

# Separate traces for an electron at rest
rest = four(c, np.zeros(3))
for _ in range(30):
    w = rng.uniform(0.05, 3) * c**2
    (n, e3), (n1, e13) = random_photon(), random_photon()
    w1 = w / energy_ratio(w, np.arccos(n @ n1))
    k, k1 = w / c * four(1, n), w1 / c * four(1, n1)
    e, e1 = four(0, e3), four(0, e13)
    assert np.allclose(trace_pieces(rest, k, k1, e, e1),
                       piece_formulas(w, w1, k, k1, e, e1), rtol=1e-8, atol=1e-8)

# Azimuth scans, modulation and best angle
best = {}
for energy in (5e4, 2e5, 5e5, 1e6):
    w = energy / HARTREE
    for theta in (0.6, np.pi / 2, 2.2):
        scan = direct_scan(w, theta)
        assert np.allclose(scan, summed_cross_section(w, theta, PHIS), rtol=1e-6, atol=0)
        assert abs(scan_modulation(scan) - modulation(w, theta)) < 1e-6
    peak = minimize_scalar(lambda t: -modulation(w, t), bounds=(0.3, 2.8),
                           method='bounded', options={'xatol': 1e-9}).x
    top = scan_modulation(direct_scan(w, peak))
    for other in (peak - 0.02, peak + 0.02, np.pi / 2):
        assert top > scan_modulation(direct_scan(w, other))
    assert peak < np.pi / 2
    best[energy] = peak

# Worked example
ENERGY, P = 2e5, 0.6
w = ENERGY / HARTREE
right = np.pi / 2
r90 = energy_ratio(w, right)
mu90 = modulation(w, right)
along = summed_cross_section(w, right, 0)
across = summed_cross_section(w, right, right)

# Partly polarized beam: incoherent mixture of two crossed linear beams
scan = direct_scan(w, right)
mixture = (1 + P) / 2 * scan + (1 - P) / 2 * np.roll(scan, 2)
count_ratio = (1 + mu90 * P) / (1 - mu90 * P)
assert abs(mixture[2] / mixture[0] / count_ratio - 1) < 1e-6

# Ring detector: weighted average of mu against directly summed counts
lo, hi = np.radians(60), np.radians(120)


def ring_weight(t):
    r = energy_ratio(w, t)
    return (r + 1 / r - np.sin(t)**2) / r**2 * np.sin(t)


ring = (quad(lambda t: modulation(w, t) * ring_weight(t), lo, hi)[0]
        / quad(ring_weight, lo, hi)[0])
nodes, weights = np.polynomial.legendre.leggauss(12)
thetas = (hi + lo) / 2 + (hi - lo) / 2 * nodes
ring_scan = sum(g * np.sin(t) * direct_scan(w, t) for g, t in zip(weights, thetas))
assert abs(scan_modulation(ring_scan) - ring) < 1e-6
assert ring < modulation(w, best[ENERGY])

# Trace terms in one geometry
theta, phi = np.radians(60), np.radians(30)
n1, in_plane, normal = outgoing(theta, phi)
r60 = energy_ratio(w, theta)
k, k1 = w / c * four(1, Z), w / r60 / c * four(1, n1)
e, e1 = four(0, X_AXIS), four(0, in_plane)
pieces = trace_pieces(rest, k, k1, e, e1)
u_term = 2 * dot(k, e1)**2 / w
v_term = 2 * dot(k1, e)**2 / (w / r60)
overlap = X_AXIS @ in_plane
x60 = kn_factor(r60, overlap)
assert abs(pieces.sum() - x60) < 1e-8

# Equal circular polarizations: the linear formula must not be carried over
n1c, a_vec, b_vec = outgoing(theta, 0)
ec = np.array([1, 1j, 0]) / np.sqrt(2)
e1c = (a_vec + 1j * b_vec) / np.sqrt(2)
circular = direct_cross_section(w, Z, ec, n1c, e1c) * 4 * c**4 * r60**2
naive = kn_factor(r60, abs(np.vdot(e1c, ec)))
assert abs(circular - naive) > 0.01

area = BOHR**2
print(f"speed of light c = 1/alpha (atomic units): {c:.6f}")
print(f"electron rest energy: {c**2 * HARTREE:.1f} eV")
print(f"classical electron radius: {BOHR / c**2:.6e} angstrom")
print(f"largest relative error, direct vs formula: {worst:.1e}")
print(f"photon energy: {ENERGY:.0f} eV")
print(f"photon energy / rest energy: {w / c**2:.5f}")
print("-- scattering angle 90 deg --")
print(f"scattered photon energy: {ENERGY / r90:.1f} eV")
print(f"w/w1: {r90:.5f}   w1/w: {1 / r90:.5f}")
print(f"recoil term w/w1 + w1/w - 2: {kn_factor(r90, 0):.5f}")
print(f"X for e1 parallel to e: {kn_factor(r90, 1):.5f}")
print(f"X for e1 perpendicular to e: {kn_factor(r90, 0):.5f}")
print(f"summed dsigma/dOmega, phi = 0: {along * area:.4e} angstrom^2/sr")
print(f"summed dsigma/dOmega, phi = 90 deg: {across * area:.4e} angstrom^2/sr")
print(f"the same, phi = 90 deg: {across:.4e} bohr^2/sr")
print(f"ratio phi = 90 deg to phi = 0: {across / along:.3f}")
print(f"modulation mu: {mu90:.5f}")
print(f"beam polarization P: {P:.2f}   mu P: {mu90 * P:.5f}")
print(f"count ratio phi = 90 deg to 0 for this P: {count_ratio:.4f}")
print("-- best angle and ring detector --")
print(f"best angle: {np.degrees(best[ENERGY]):.2f} deg")
print(f"modulation at best angle: {modulation(w, best[ENERGY]):.5f}")
print(f"ring 60 to 120 deg, modulation: {ring:.5f}")
print("-- other photon energies --")
for energy, peak in best.items():
    we = energy / HARTREE
    print(f"{energy:.0f} eV: mu(90 deg) {modulation(we, right):.4f}, "
          f"best angle {np.degrees(peak):.2f} deg, mu there {modulation(we, peak):.4f}")
print("-- traces at theta 60 deg, phi 30 deg, e1 in scattering plane --")
print(f"w/w1: {r60:.5f}   w1/w: {1 / r60:.5f}   e.e1 (3-vectors): {overlap:.5f}")
print(f"2 (k.e1)^2/w: {u_term:.5f}   2 (k1.e)^2/w1: {v_term:.5f}")
print(f"first diagram squared: {pieces[0]:.5f}")
print(f"second diagram squared: {pieces[1]:.5f}")
print(f"interference: {pieces[2]:.5f}")
print(f"sum of traces: {pieces.sum():.5f}   X from formula: {x60:.5f}")
print("-- equal circular polarizations, theta 60 deg --")
print(f"X computed from the states: {circular:.5f}")
print(f"X from the linear formula with |e.e1*|^2: {naive:.5f}")
print("done: every assertion held")
```

Output:

```
speed of light c = 1/alpha (atomic units): 137.035999
electron rest energy: 510999.0 eV
classical electron radius: 2.817940e-05 angstrom
largest relative error, direct vs formula: 1.4e-10
photon energy: 200000 eV
photon energy / rest energy: 0.39139
-- scattering angle 90 deg --
scattered photon energy: 143741.1 eV
w/w1: 1.39139   w1/w: 0.71871
recoil term w/w1 + w1/w - 2: 0.11010
X for e1 parallel to e: 4.11010
X for e1 perpendicular to e: 0.11010
summed dsigma/dOmega, phi = 0: 2.2579e-11 angstrom^2/sr
summed dsigma/dOmega, phi = 90 deg: 4.3275e-10 angstrom^2/sr
the same, phi = 90 deg: 1.5454e-09 bohr^2/sr
ratio phi = 90 deg to phi = 0: 19.166
modulation mu: 0.90082
beam polarization P: 0.60   mu P: 0.54049
count ratio phi = 90 deg to 0 for this P: 3.3525
-- best angle and ring detector --
best angle: 87.49 deg
modulation at best angle: 0.90419
ring 60 to 120 deg, modulation: 0.76865
-- other photon energies --
50000 eV: mu(90 deg) 0.9914, best angle 89.76 deg, mu there 0.9914
200000 eV: mu(90 deg) 0.9008, best angle 87.49 deg, mu there 0.9042
500000 eV: mu(90 deg) 0.6739, best angle 81.85 deg, mu there 0.6982
1000000 eV: mu(90 deg) 0.4357, best angle 74.60 deg, mu there 0.4846
-- traces at theta 60 deg, phi 30 deg, e1 in scattering plane --
w/w1: 1.19570   w1/w: 0.83633   e.e1 (3-vectors): 0.43301
2 (k.e1)^2/w: 0.58709   2 (k1.e)^2/w1: 0.36825
first diagram squared: 1.42342
second diagram squared: 0.82745
interference: -1.46884
sum of traces: 0.78203   X from formula: 0.78203
-- equal circular polarizations, theta 60 deg --
X computed from the states: 2.29804
X from the linear formula with |e.e1*|^2: 2.28203
done: every assertion held
```
